# Why np² spectra move from LS towards jj coupling

A calculation of the lowest levels of carbon or lead must settle where spin-orbit coupling enters. One may first find the terms $^3P$, $^1D$ and $^1S$ and then add the spin-orbit energy as an expectation value, or one may diagonalise repulsion and spin-orbit coupling together. The first route is cheaper and suffices for carbon. For lead it gives less than half of the lowest interval. A model with two parameters shows where the change happens and what drives it.

## The model and its fifteen states

Take two electrons in the same $np$ shell outside closed shells, and keep this configuration alone. Apart from a common energy,

$$H=\frac1{r_{12}}+\zeta\sum_{i=1}^2\mathbf l_i\cdot\mathbf s_i .$$

Both electrons share one radial function $P(r)$, with $\int P^2dr=1$, and $\zeta>0$. Formulas are in Hartree atomic units; level energies, $\zeta$ and $F_2$ are quoted in cm$^{-1}$.

There are $\binom62=15$ antisymmetric states. A spatial state is a tensor $T_{ab}$ multiplying $p_a(1)p_b(2)$, where $p_a=\sqrt{3/4\pi}\,n_a$ and $\mathbf n$ is the unit direction vector. An antisymmetric $T$ has three components and $L=1$. A symmetric traceless $T$ has five and $L=2$. A multiple of $\delta_{ab}$ has $L=0$. The Pauli principle pairs antisymmetric space with the spin triplet and symmetric space with the singlet, which leaves $^3P$ (9 states), $^1D$ (5) and $^1S$ (1).

## Repulsion separates the terms

Expand the repulsion as

$$\frac1{r_{12}}=\sum_k\frac{r_<^k}{r_>^{k+1}}P_k(\mathbf n\cdot\mathbf n').$$

A product of two $p$ functions contains only $k=0$ and $k=2$. The first gives all fifteen states the same energy, which is dropped. The second has the radial integral

$$F^2=\iint P^2(r)P^2(r')\frac{r_<^2}{r_>^3}\,dr\,dr',\qquad F_2=\frac{F^2}{25}.$$

For its angular part, define $q_{ij}=n_in_j-\delta_{ij}/3$. Then $\sum_{ij}q_{ij}q'_{ij}=(\mathbf n\cdot\mathbf n')^2-\frac13$, so $P_2=\frac32\sum_{ij}q_{ij}q'_{ij}$. By isotropy, the average of $n_an_bn_in_j$ over directions is $C(\delta_{ab}\delta_{ij}+\delta_{ai}\delta_{bj}+\delta_{aj}\delta_{bi})$. Setting $a=b$, $i=j$ and summing gives $1=C(9+3+3)$, so $C=1/15$. The normalisation of the $p$ functions supplies a factor 3, and therefore

$$\langle p_a|q_{ij}|p_b\rangle=\tfrac15\left(\delta_{ai}\delta_{bj}+\delta_{aj}\delta_{bi}-\tfrac23\delta_{ab}\delta_{ij}\right),$$

where the last coefficient comes from $\frac15-\frac13=-\frac2{15}$.

Now multiply the elements for the transitions $b\to a$ of electron 1 and $d\to c$ of electron 2, and sum over $i,j$. The first two terms of each factor give $2\delta_{ac}\delta_{bd}+2\delta_{ad}\delta_{bc}$. The two cross products give $-\frac83\delta_{ab}\delta_{cd}$, and the last product gives $+\frac43\delta_{ab}\delta_{cd}$. With the prefactor $\frac32\cdot\frac1{25}$,

$$\langle ac|P_2|bd\rangle=\tfrac3{25}\left(\delta_{ac}\delta_{bd}+\delta_{ad}\delta_{bc}-\tfrac23\delta_{ab}\delta_{cd}\right).$$

Acting on $T_{bd}$, this gives

$$(P_2T)_{ac}=\tfrac3{25}\left(\delta_{ac}\,\mathrm{tr}\,T+T_{ca}-\tfrac23T_{ac}\right).$$

The bracket equals $-\frac53T$ for antisymmetric $T$, $\frac13T$ for symmetric traceless $T$, and $(3+1-\frac23)T=\frac{10}3T$ for $T=\delta$. Hence

$$E(^3P)=-5F_2,\qquad E(^1D)=F_2,\qquad E(^1S)=10F_2 .$$

## Spin-orbit coupling mixes them

For one $p$ electron, $\mathbf l\cdot\mathbf s=\frac12[j(j+1)-2-\frac34]$, which is $\frac12$ for $j=\frac32$ and $-1$ for $j=\frac12$. The spin-orbit energies of two electrons are therefore:

- $(\frac12)^2$: $-2\zeta$, with $J=0$, since the subshell is full;
- $(\frac12,\frac32)$: $-\zeta/2$, with $J=1,2$;
- $(\frac32)^2$: $+\zeta$, with $J=0,2$, since its six antisymmetric states have $M=2,1,0,0,-1,-2$.

These are the jj parents. The LS parents are $^3P_0,{}^1S_0$ for $J=0$, $^3P_1$ for $J=1$, and $^3P_2,{}^1D_2$ for $J=2$. The Hamiltonian conserves $J$, so the problem splits into blocks of dimension 2, 1 and 2. The one $J=1$ state is the same in both schemes and cannot mix.

The LS matrix elements follow without coupling coefficients. The operator is a vector in spin space, and a vector operator vanishes between two $S=0$ states. The singlet diagonal elements are thus zero, and the trace fixes the triplet ones:

- $J=0$: the eigenvalues $-2\zeta,\zeta$ have sum $-\zeta$, so $^3P_0$ has $-\zeta$. Their product is $-2\zeta^2=-b^2$, so the off-diagonal element is $b=\sqrt2\,\zeta$.
- $J=2$: the eigenvalues $-\zeta/2,\zeta$ have sum $\zeta/2$, so $^3P_2$ has $+\zeta/2$. Their product is $-\zeta^2/2=-b^2$, so $b=\zeta/\sqrt2$.

The phases of the basis states are chosen to make $b$ positive; no energy or weight depends on this. With $\chi=\zeta/F_2$,

$$\frac{H_0}{F_2}=\begin{pmatrix}-5-\chi&\sqrt2\chi\\ \sqrt2\chi&10\end{pmatrix},\qquad
\frac{H_2}{F_2}=\begin{pmatrix}-5+\chi/2&\chi/\sqrt2\\ \chi/\sqrt2&1\end{pmatrix}.$$

A block with diagonal $a,d$ and off-diagonal $b$ has eigenvalues $\frac12(a+d\pm R)$, where $R^2=(d-a)^2+4b^2$. So

$$\frac{E_0}{F_2}=\frac{5-\chi\pm R_0}2,\qquad \frac{E_1}{F_2}=-5-\frac\chi2,\qquad \frac{E_2}{F_2}=\frac{-4+\chi/2\pm R_2}2,$$

$$R_0^2=(15+\chi)^2+8\chi^2,\qquad R_2^2=(6-\chi/2)^2+2\chi^2 .$$

In this model $F_2$ sets the scale of the spectrum, and $\chi$ alone sets its shape.

## When expectation values suffice

For small $\chi$, mixing lowers the $J=0$ ground level by $b^2/(d-a)\simeq2\chi^2/15$ and the lower $J=2$ level by $(\chi^2/2)/6=\chi^2/12$, in units of $F_2$. The excitation energies of the other two triplet levels become

$$\frac{E_1-E_0}{F_2}\simeq\frac\chi2+\frac{2\chi^2}{15},\qquad
\frac{E_2-E_0}{F_2}\simeq\frac{3\chi}2+\frac{\chi^2}{20}.$$

Relative to its first-order value $\chi/2$, the lowest interval grows by the fraction $4\chi/15$. This is the leading error of the cheap route. The ratio of the two excitation energies is $3(1+\chi/30)/(1+4\chi/15)\simeq3(1-7\chi/30)$. It starts at 3 and tends to 1 for large $\chi$, where $J=1$ and the lower $J=2$ level both lie $\frac32\zeta$ above the ground level.

## How near is a state to each scheme?

The weights of the parents follow from derivatives of the energy. By the Hellmann–Feynman theorem, the weight of the first basis state in the lower eigenstate is $\partial E/\partial a$. Since $\partial R/\partial a=-(d-a)/R$, it equals $\frac12[1+(d-a)/R]$. The $^3P$ weights of the lower states are thus

$$w_0^{LS}=\frac12\left(1+\frac{15+\chi}{R_0}\right),\qquad
w_2^{LS}=\frac12\left(1+\frac{6-\chi/2}{R_2}\right).$$

For the jj parent, use $\partial(E/F_2)/\partial\chi=\langle\sum\mathbf l_i\cdot\mathbf s_i\rangle$. In the lower $J=0$ state this is $-2w+(1-w)=1-3w$, where $w$ is the weight of $(\frac12)^2$. Differentiating the energy gives $-\frac12-(15+9\chi)/(2R_0)$. In the lower $J=2$ state the expectation value is $-\frac12w+(1-w)=1-\frac32w$, with $w$ the weight of $(\frac12,\frac32)$, and the derivative is $\frac14-(-3+\frac94\chi)/(2R_2)$. Solving for $w$,

$$w_0^{jj}=\frac12\left(1+\frac{5+3\chi}{R_0}\right),\qquad
w_2^{jj}=\frac12\left(1+\frac{-2+\frac32\chi}{R_2}\right).$$

The two weights are equal when $15+\chi=5+3\chi$, hence $\chi=5$, for $J=0$. For $J=2$ the condition is $6-\chi/2=-2+\frac32\chi$, hence $\chi=4$. Below these values the state is nearer its LS parent, above them nearer its jj parent.

The weights of the two parents need not add to one, because the parents overlap. For $\chi\to\infty$, $R_0\to3\chi$ and $w_0^{LS}\to\frac12(1+\frac13)=\frac23$. The pure jj ground state is two thirds $^3P_0$, so a large $^3P$ weight does not by itself establish LS coupling. For $J=2$, $R_2\to\frac32\chi$ and $w_2^{LS}\to\frac13$, which makes this state the more telling one.

## Fitting the five spectra

The table gives rough observed excitation energies above the $J=0$ ground level, rounded to two figures, in cm$^{-1}$.

| | $J=1$ | lower $J=2$ | upper $J=2$ | upper $J=0$ |
|---|---|---|---|---|
| C | 16 | 43 | 10000 | 22000 |
| Si | 77 | 220 | 6300 | 15000 |
| Ge | 560 | 1400 | 7100 | 16000 |
| Sn | 1700 | 3400 | 8600 | 17000 |
| Pb | 7800 | 11000 | 21000 | 29000 |

The largest relative error that rounding to two figures can cause lies between about 0.6 % and 5 %, depending on the level, while the largest absolute error ranges over three orders of magnitude, so the fit minimises

$$\sum_{i=1}^4\left[\ln E_i^{\rm obs}-\ln F_2-\ln f_i(\chi)\right]^2,$$

where $f_i$ are the model excitation energies in units of $F_2$. Setting the derivative with respect to $\ln F_2$ to zero gives $\ln F_2$ as the mean of $\ln(E_i^{\rm obs}/f_i)$. A scan over $\chi$ finds the minimum. The last column is the root-mean-square relative deviation. With two-figure input, digits of $\zeta$, $F_2$ and the fitted levels beyond the second are kept only so that the arithmetic can be followed.

| | $\zeta$ | $F_2$ | $\chi$ | deviation |
|---|---|---|---|---|
| C | 30 | 1560 | 0.019 | 6 % |
| Si | 147 | 1007 | 0.15 | 1.3 % |
| Ge | 913 | 996 | 0.92 | 0.3 % |
| Sn | 2203 | 898 | 2.5 | 0.7 % |
| Pb | 7255 | 897 | 8.1 | 1.2 % |

Lead shows the arithmetic. At $\chi=8.09$,

$$R_0=\sqrt{23.09^2+8(8.09)^2}=32.51,\qquad R_2=\sqrt{1.955^2+2(8.09)^2}=11.61 .$$

The levels in units of $F_2$ are $-17.80$ and $14.71$ for $J=0$, $-9.05$ for $J=1$, and $-5.78$ and $5.83$ for $J=2$. Measured from the lowest, they give $f_i=8.75,\ 12.02,\ 23.63,\ 32.51$. The quotients $E_i^{\rm obs}/f_i$ are 891, 915, 889 and 892 cm$^{-1}$, with geometric mean 897 cm$^{-1}$. The fitted levels are 7851, 10777, 21186 and 29150 cm$^{-1}$. First-order coupling would put the lowest excitation at $\zeta/2\approx3630$ cm$^{-1}$.

The ground state of lead has weights $w_0^{LS}=0.86$ and $w_0^{jj}=0.95$; its lower $J=2$ state has 0.58 and 0.94. In tin the corresponding pairs are 0.96 and 0.83, then 0.90 and 0.64. By this measure tin is still nearer LS coupling, and lead alone of the five has crossed. Moving every level by half a unit in its second figure, in all sign combinations, keeps $\chi$ between 2.3 and 2.6 for tin and between 7.7 and 8.5 for lead, so rounding does not affect this assignment.

The leading error $4\chi/15$ of the cheap route is about 0.5 % in carbon and 4 % in silicon. In germanium it reaches 24 %, and joint diagonalisation is needed there although the lower states are still about 99 % $^3P$. Energies thus call for mixing well before the labels change.

Carbon fits worst. With negligible $\chi$ the model requires $[E(^1S)-E(^1D)]/[E(^1D)-E(^3P)]=9/6=1.5$, while the rough levels give about 1.2. A $\chi$ near 1.2 would bring the ratio, measured from the ground level, down to 1.2, but it would put the $J=1$ level at a tenth of the upper $J=2$ excitation instead of the observed 0.0016, so no choice of $\zeta$ and $F_2$ fits both the singlets and the fine structure; mixing with other configurations is a plausible cause, not examined here. The fine-structure ratio $43/16\approx2.7$ also lies below the fitted 2.99, by more than rounding explains. Magnetic interactions between the electrons, absent from $H$, are a candidate.

## Why $\chi$ grows

The fits say that from carbon to lead $\zeta$ rises about 240-fold while $F_2$ falls by a factor of about 0.57. The two parameters sample different parts of the orbital.

To see this for $\zeta$, eliminate the small component of the Dirac equation in a central potential $V$. The kinetic operator becomes $\boldsymbol\sigma\cdot\mathbf p\,g\,\boldsymbol\sigma\cdot\mathbf p$ with

$$g=\frac1{2+\alpha^2(\varepsilon-V)}\simeq\frac12-\frac{\alpha^2}4(\varepsilon-V),\qquad g'\simeq\frac{\alpha^2}4V'.$$

Moving $\mathbf p=-i\nabla$ past $g$ leaves the term $-ig'\,(\boldsymbol\sigma\cdot\hat{\mathbf r})(\boldsymbol\sigma\cdot\mathbf p)$. The spin-dependent part of the product is $i\boldsymbol\sigma\cdot(\hat{\mathbf r}\times\mathbf p)=i\boldsymbol\sigma\cdot\mathbf l/r$. With $\boldsymbol\sigma=2\mathbf s$, the result is $(\alpha^2/2)(V'/r)\,\mathbf l\cdot\mathbf s$, so to leading order

$$\zeta=\frac{\alpha^2}2\int_0^\infty P^2\,\frac1r\frac{dV}{dr}\,dr .$$

Near the nucleus $V'\simeq Z/r^2$, and the integrand contains $ZP^2/r^3$. A semiclassical estimate gives its growth. Averaged over its oscillations, $P^2\simeq2/(\tau v)$, where $\tau$ is the radial period and $v$ the speed. At $r\sim1/Z$ the speed is of order $Z$, so $P^2\sim1/(\tau Z)$. The integral of $r^{-3}$ from that radius outwards is of order $Z^2$, and hence

$$\zeta\sim\alpha^2\cdot\frac1{\tau Z}\cdot Z\cdot Z^2=\frac{\alpha^2Z^2}\tau .$$

The period is set mainly by the outer region, which changes slowly down the group. $F_2$ also belongs to that region: in the lead calculation described next, with $F^2$ accumulated over the radius of one electron, only about 6 % comes from within 1.8 bohr. Stretching an orbital uniformly by $\lambda$ divides $F^2$ by $\lambda$.

An atomic calculation not fitted to the levels supports this picture. The Dirac equation was solved in a spline basis for neutral, spherically averaged atoms with a point nucleus and the exchange-only local-density potential. The two $p$ electrons were spread evenly over the six $p$ spin orbitals. Since the one-electron energies differ by $\frac12\zeta-(-\zeta)$, $\zeta=\frac23(\varepsilon_{3/2}-\varepsilon_{1/2})$. $F_2$ comes from the averaged $p$ density. The column $r_{1/2}$ gives the radius, in bohr, inside which half of the first-order integral for $\zeta$ accumulates; $\bar r$ is the mean $p$ radius. A nucleus of finite size would lower $\zeta$ of lead by less than 1 cm$^{-1}$.

| | $\zeta$ | $F_2$ | $\chi$ | $r_{1/2}$ | $\bar r$ |
|---|---|---|---|---|---|
| C | 46 | 1960 | 0.024 | 0.33 | 1.8 |
| Si | 168 | 1358 | 0.12 | 0.12 | 2.9 |
| Ge | 992 | 1344 | 0.74 | 0.049 | 3.0 |
| Sn | 2360 | 1232 | 1.9 | 0.030 | 3.3 |
| Pb | 7641 | 1189 | 6.4 | 0.018 | 3.5 |

In lead, half the integral comes from within 0.018 bohr, about $1.5/Z$, although the mean radius is 3.5 bohr. From carbon to lead the computed $\zeta$ grows 165-fold and $F_2$ falls by a factor of 0.61. On a logarithmic scale $\zeta$ supplies $\ln165/\ln(165/0.61)\approx0.91$ of the growth in $\chi$. The $Z^2$ estimate is only a rough guide: $Z^2$ grows 187-fold, but the first-order integral to which the estimate applies grows only about 92-fold in these potentials. The remaining factor of 1.8 is the relativistic enhancement treated in the last section.

The calculation reproduces the trend, not the precise values. Its $F_2$ exceeds the fitted one by 26 to 37 %. A fitted parameter can absorb effects of omitted configurations, which may account for part of this. In carbon the computed $\zeta$ is also about half as large again as the fitted one.

## Lead needs more than first-order spin-orbit coupling

The first-order integral, evaluated in the same potential with the orbital from the nonrelativistic Schrödinger equation, gives 46 cm$^{-1}$ for carbon, in agreement with the Dirac splitting. For lead it gives about 4270 cm$^{-1}$, while the Dirac splitting gives 7641 cm$^{-1}$, larger by a factor of about 1.8. The potential is the same, so the difference measures relativistic effects on the orbitals beyond the leading spin-orbit term.

This affects the classification. With the computed $F_2=1189$ cm$^{-1}$, the first-order value gives $\chi=3.6$, below both crossings; the Dirac value gives 6.4, above both. That $F_2$ is larger than the fitted one: with the fitted 897 cm$^{-1}$ the first-order value gives $\chi=4.8$, between the two crossings, and the Dirac value gives 8.5. The first-order value also depends on the potential. Made self-consistent without relativity, with the same local exchange, the lead atom gives a first-order $\zeta$ of about 5760 cm$^{-1}$ and $F_2\approx1190$ cm$^{-1}$, so $\chi\approx4.8$, between the crossings, or 6.4 with the fitted $F_2$, above both. That $\zeta$ is still about a quarter below the Dirac value. For lead, then, diagonalising the blocks is necessary but not sufficient: a quantitative $\zeta$ must come from a relativistic treatment of the orbital, and a first-order value can move the state across a crossing. The model still assigns one radial function to $j=\frac12$ and $j=\frac32$. When their difference matters, the $k=0$ repulsion is no longer the same for all fifteen states, and the single $F_2$ must give way to several integrals, some of which contain both radial functions. Lead is such a case. In the Dirac atom above the mean radii are 3.07 bohr for $j=\frac12$ and 3.64 bohr for $j=\frac32$. The combination $F^0(\frac12,\frac12)-2F^0(\frac12,\frac32)+F^0(\frac32,\frac32)$, which no choice of $\zeta$ can absorb, is about 1400 cm$^{-1}$, larger than $F_2$. The fitted $\zeta$, $F_2$ and weights of lead are therefore effective quantities of the model.
